# Counting mobile ions from a triangular voltage sweep

**Question**

I am working on an exercise about copper contamination in a low-k dielectric. A capacitor of area 0.001 cm² is heated, and its voltage is ramped at 0.1 V/s. The current shows a bump on top of a flat background. After subtraction of the background, the area under the bump, plotted as current against voltage, is 1.6 pA V. I am asked for the number of mobile ions per square centimetre, assuming that each carries one elementary charge.

I am stuck on three points. First, an area in ampere-volts is a power, not a charge. Second, the ions stay inside the insulator, so I don't see why the ammeter should register them at all. Third, if an ion induces charge on both plates, am I counting it once, twice or by halves? I would also like to know whether the ions' speed matters, since nobody gave me a mobility.

**Answer**

The ammeter registers the charge that the moving ions induce on the plates. The area gives that charge once you divide by the sweep rate, and each ion that crosses the whole film counts once. The mobility does not enter the formula, but it must be high enough for the ions to gather at the gate before the voltage turns positive and to finish crossing before the sweep ends.

**What the plates feel**

Take a flat film of thickness $d$ and permittivity $\varepsilon$ between two metal plates of area $A$. Let $x$ run from the grounded counter-electrode at $x=0$ to the gate at $x=d$, and let the gate be at voltage $V$. The film holds $N$ mobile ions per unit area, each of charge $zq$, where $q$ is the elementary charge and $z=1$ here. Their density $n(x)$ satisfies $\int_0^d n\,dx=N$, and their mean position is

$$\bar x=\frac1N\int_0^d x\,n(x)\,dx .$$

For now, assume that the number of ions is fixed, that they cannot leave through the plates, that any other charge in the film stays put, and that no electrons leak through. Immobile charge would add only a constant to the gate charge, so it has no term of its own in the current. Its field can still change how the ions move, and with that the shape and area of the bump. I leave it out here.

With the field $E$ counted positive toward the gate, Gauss's law and the applied voltage read

$$\frac{dE}{dx}=\frac{zq\,n(x)}{\varepsilon},\qquad \int_0^d E\,dx=-V .$$

Multiply the first equation by $x$ and integrate. The left side, by parts, is

$$\int_0^d x\frac{dE}{dx}\,dx=d\,E(d)-\int_0^d E\,dx=d\,E(d)+V ,$$

and the right side is $zqN\bar x/\varepsilon$. Therefore

$$E(d)=-\frac Vd+\frac{zqN\bar x}{\varepsilon d}.$$

The field inside the metal is zero. A thin box around the gate surface has its outward normal on the film side along $-x$, so the gate charge is $Q_G=-\varepsilon A E(d)$. With $C=\varepsilon A/d$,

$$Q_G=CV-zqNA\,\frac{\bar x}{d}. \tag{1}$$

This answers your third point. Set $V=0$. If all ions lie against the gate, $\bar x=d$ and the gate carries the full compensating charge $-zqNA$. If they lie against the counter-electrode, $\bar x=0$ and the gate carries none, because the compensating charge now sits on the other plate. Between these two states a charge $zqNA$ has passed through the external wire. Both plates change their charge, but it is the same charge, carried from one to the other through one ammeter. An ion that moves only halfway contributes half of its charge.

Equation (1) contains the ions' own field, since Gauss's law was used with the full density. The result does not require that field to be small.

**From charge to area**

Let the voltage rise at the constant rate $r=dV/dt$, and count current into the gate as positive. With no leakage and no charge exchanged between ions and gate, the gate charge changes only through the wire:

$$I=\frac{dQ_G}{dt}=Cr-\frac{zqNA}{d}\frac{d\bar x}{dt}. \tag{2}$$

The first term is the flat background. The second is the ionic current. As the gate becomes positive it repels the positive ions, $\bar x$ falls, and the ionic current is positive. That is your bump.

Now integrate the bump over voltage. Since $dV=r\,dt$,

$$S=\int (I-Cr)\,dV=r\int (I-Cr)\,dt
=r\,zqNA\,\frac{\bar x_{\rm start}-\bar x_{\rm end}}{d}. \tag{3}$$

This settles your first point. The area is a charge multiplied by a sweep rate, and dividing by the rate restores the charge: A V divided by V/s is A s, which is C. The area has the dimension of power, but it is not the power delivered to anything.

The time history has dropped out of (3), and only the end positions remain. If all ions start at the gate and finish at the counter-electrode, the last factor is 1 and

$$N=\frac{S}{zq\,r\,A}. \tag{4}$$

**The numbers**

The charge that has passed is

$$\frac Sr=\frac{1.6\times10^{-12}\ \text{A V}}{0.1\ \text{V/s}}=1.6\times10^{-11}\ \text{C}=16\ \text{pC}.$$

Divided by the elementary charge, this is

$$\frac{1.6\times10^{-11}\ \text{C}}{1.602\times10^{-19}\ \text{C}}=1.0\times10^{8}\ \text{ions},$$

and divided by the area,

$$N=\frac{1.0\times10^{8}}{1.0\times10^{-3}\ \text{cm}^2}=1.0\times10^{11}\ \text{cm}^{-2}.$$

The charge can also be found without formula (4). Suppose the sweep runs from −5 V to +5 V. It then lasts 100 s, and the mean height of the subtracted curve is 1.6 pA V / 10 V = 0.16 pA. A mean current of 0.16 pA for 100 s is again 16 pC.

The valence is an assumption and not a result. If every ion carried two elementary charges, the same area would mean $5.0\times10^{10}$ cm⁻². Nor does the area identify the element: any other mobile ion that crosses during the sweep is counted along with copper. This includes negative ions, which cross the opposite way and so give a current of the same sign.

**Do all the ions reach the far side?**

Even if all the ions are collected at the gate beforehand and none are trapped, heat and slowness can still make the last factor in (3) smaller than 1. The field of immobile charge, left out here, can do so too.

Heat first. Even after a long wait at voltage $V_0$, the ions form a thin layer near the plate and do not all sit on it. Neglect their own field for this estimate. At $+V_0$ the potential energy of an ion is $zqV_0x/d$, so the Boltzmann density is proportional to $e^{-vy}$, with $y=x/d$ and $v=zqV_0/kT$. The normalizing integral is $Z=\int_0^1e^{-vy}dy=(1-e^{-v})/v$, and the mean position is

$$\bar y=-\frac{d\ln Z}{dv}=\frac1v-\frac{1}{e^{v}-1}.$$

At $-V_0$ the profile is the mirror image, with mean position $1-\bar y$. The fraction transferred is therefore

$$f=1-2\bar y=1+\frac{2}{e^v-1}-\frac2v=\coth\frac v2-\frac2v . \tag{5}$$

For $v\gg1$ this becomes $1-2/v$: each layer has a mean distance $d/v$ from its plate, and there are two layers. For $v\ll1$, the expansion $\coth(v/2)\approx 2/v+v/6$ gives $f\approx v/6$. A sweep much smaller than the thermal voltage barely shifts the ions and cannot count them.

At 250 °C, or 523 K, $kT/q=0.0451$ V. With $V_0=5$ V and $z=1$, $2/v=2\times0.0451/5=0.018$, so $f=0.982$. Formula (4) then reads low by about 1.8% of the true density, which leaves the answer here at $1.0\times10^{11}$ cm⁻² to two figures.

Now slowness. Treat an ion as released from the gate when $V$ passes zero, and neglect diffusion and repulsion between ions. With mobility $\mu$ its speed is $\mu V/d=\mu rt/d$, and by the time the voltage has reached $V$ it has travelled

$$\int_0^t\frac{\mu r t'}{d}\,dt'=\frac{\mu r t^2}{2d}=\frac{\mu V^2}{2rd}.$$

Setting this distance equal to $d$ at $V=V_0$ gives the mobility needed:

$$\mu_{\rm min}\approx\frac{2rd^2}{V_0^2}. \tag{6}$$

For a film 100 nm thick, (6) gives $2\times0.1\times(10^{-5})^2/25=8\times10^{-13}$ cm²/Vs. This is an estimate, so the actual mobility should exceed it clearly.

To see what happens without these simplifications, I solved the drift and diffusion of the ions together with Poisson's equation, on a grid of 80 cells across the film. The film had relative permittivity 2.7 and contained $10^{11}$ monovalent ions per cm². They started in the Boltzmann layer at the gate for −5 V, and the sweep went to +5 V at 250 °C. The current was taken at the middle plane of the film, as ionic current plus displacement current, and the ion density was then calculated from the area with (4).

- With a chosen mobility of $10^{-11}$ cm²/Vs, the ionic peak was 1.3 pA high, its maximum lay at 1.0 V, and its area was 1.57 pA V. The area returned 0.982 of the ions put in. At twice the sweep rate, with everything else fixed, the fraction was again 0.982.
- At 0.1 V/s and four times the mobility in (6), the fraction was still 0.982.
- At 0.1 V/s and one quarter of that mobility, it fell to 0.276 on this grid, and to 0.275 on finer grids. Formula (4) would then have reported about $2.7\times10^{10}$ cm⁻² in a film that held $10^{11}$ cm⁻².

This suggests a check for a real measurement: repeat the sweep more slowly, from the same starting state, and compare $S/r$. If $S/r$ grows, the faster sweep may have left ions on the way. If it stays the same, slow transit is unlikely to be the trouble, but ions that are held fast at both rates remain uncounted.

The starting state matters as much as the final one. The safe procedure is to hold the sample hot at the negative end voltage long enough to collect the ions at the gate. If they were spread evenly through the film at the start, $\bar x_{\rm start}=d/2$, and the net area over the whole sweep would be only half as large, even if all ions ended at the counter-electrode. The reason is that ions still drifting toward the gate while the voltage is negative give a negative current, which is subtracted from the later bump in the integral over the whole sweep. When the mobility lies well above (6), the negative half of the sweep collects the ions by itself and the bump keeps its full area. At $10^{-11}$ cm²/Vs, with an even start, the negative current is nearly over within the first 0.2 V; the bump still returns 0.98 of the ions, while the net area returns 0.49. Near or below (6) the collection is incomplete and the bump shrinks as well.

**Where a measured area can go wrong**

The exercise hands you an area with the background already removed. In the laboratory that subtraction can be the delicate part. For the film above,

$$C=\frac{\varepsilon A}{d}=23.9\ \text{pF},\qquad Cr=2.39\ \text{pA},$$

so the background is higher than the simulated ionic peak. Suppose the baseline is drawn 1% too low over the full 10 V. The false area is

$$0.01\times2.39\ \text{pA}\times10\ \text{V}=0.24\ \text{pA V},$$

which is 15% of the 1.6 pA V being measured. A narrower integration window reduces this error in proportion to its width, but it may cut off part of the peak.

Electronic leakage is the other intruder. As an illustration, assume an ohmic leakage of $10^{-9}$ A/cm² at 5 V. Through 0.001 cm² this is 1 pA at 5 V, or 0.2 pA per volt. Integrated from −5 V to +5 V it cancels, as does any leakage that is an odd function of voltage. Integrated only from −1 V to 3 V, a window placed around the peak, it leaves

$$\int_{-1}^{3}0.2\,V\,dV=0.1\,(9-1)=0.8\ \text{pA V},$$

with the current in pA and $V$ in volts. That is 50% of the area you want.

A return sweep helps when the leakage depends on the voltage alone and not on the sweep direction. Write the two currents at the same voltage as

$$I_\uparrow=Cr+i_\uparrow+L(V),\qquad I_\downarrow=-Cr+i_\downarrow+L(V),$$

where $i$ is the ionic part and $L$ the leakage. In the half-difference $(I_\uparrow-I_\downarrow)/2$ the leakage drops out. What remains is the background $Cr$ plus $(i_\uparrow-i_\downarrow)/2$. On the way down the ions return to the gate, so $i_\downarrow$ is negative. If they return completely, its integral from $-V_0$ to $V_0$ is $-S$. The half-difference of the ionic parts therefore has area $(S+S)/2=S$. The background must still be subtracted.

**How this compares with a real copper test structure**

A relative permittivity of 2.7, a thickness of 100 nm and a temperature of 250 °C are rough typical values for a heated low-k test capacitor. The mobility is a round number chosen for the calculation, not a measured value for copper; actual values depend strongly on the film and its temperature. Complete crossing is therefore not assured in a real film, and in a dense oxide at this temperature copper can be orders of magnitude slower than (6) requires. If the mobility lies well below (6), formula (4) counts only part of the ions, and a hotter sample or a slower sweep is needed. The applied field at 5 V is 5 V / 100 nm = 0.50 MV/cm. The ions can add at most $qN/\varepsilon$ to it, which for this density is 0.067 MV/cm, so the field stays below about 0.57 MV/cm. Low-k films break down at roughly several MV/cm, less when they are hot or damaged, so immediate breakdown is not the first concern here. The errors sized above deserve attention: 15% of the area for an assumed 1% baseline error, and 50% for the assumed leakage in the unsymmetric window. If one plate is silicon instead of metal, its depletion makes the capacitance vary with voltage, and a flat line is no longer the right background.

A copper gate can also break the assumption of a fixed number of ions. An atom that enters the film as an ion leaves its electrons on the gate. By (1), the ion at $x=d$ is then already compensated, and no current flows in the wire at that moment. When it crosses, it contributes its full charge $zq$, just like an ion that was there before. The area above the true background $Cr$ therefore counts the ions that crossed, including those supplied during the sweep. Ions supplied while the gate is negative mostly wait there and cross with the bump. After the bump, however, a steady supply gives a nearly flat current, and a baseline fitted to that part of the data may remove some of the area. To add 1% to $10^{11}$ cm⁻² in 100 s takes a steady supply of only

$$\frac{0.01\times10^{11}\ \text{cm}^{-2}}{100\ \text{s}}=10^{7}\ \text{cm}^{-2}\,\text{s}^{-1},$$

if all the added ions also cross in time. This matters when you judge a diffusion barrier. If the mobile ions were collected at the gate beforehand, a small area says that few of them crossed during the sweep. It does not say that the film is free of copper, because neutral atoms and trapped ions give no peak.

For your exercise, with complete crossing, a correct background and one elementary charge per ion, the answer is $1.0\times10^{11}$ cm⁻².
